**Effective-medium limit of the random-barrier model: $s\ln s=iw$**

Here $s=\sigma(\omega)/\sigma(0)$ is the scaled hopping conductivity on a simple cubic lattice and $w=\omega\tau$ is the scaled frequency, with $\tau=\beta g_0/[3p(E_c)\gamma_0]$. The symbol $\gamma_0$ is the dc effective rate, $p(E_c)$ the barrier density at the critical barrier, and $g_0$ the zero-frequency lattice integral. The program asserts the single-link scattering formula against a full matrix inverse, the lattice integral at one complex frequency against a momentum sum, and its zero-frequency value against a closed form. It solves the original averaged condition by quadrature for a flat and a linear barrier density, and asserts that both approach the universal curve with the predicted leading correction. It also asserts the parametric solution, the local exponent and the low-frequency series. Explicit random lattices are required to agree with the effective medium within 6% at moderate disorder, where the largest barrier is $4k_BT$. The output shows a slow approach to the limit: at $w=100$ the relative distance is 0.22 when the largest barrier is $100k_BT$ and 0.0016 when it is $10^6k_BT$. At $20k_BT$ the lattice dc rate is about 1.7 times the effective-medium value, a result that is printed but not asserted.

## Check in Python

```python
"""Random-barrier hopping on a simple cubic lattice, effective-medium approximation.

Result under test: at low temperature s*ln(s) = i*w, where
  s = gamma(omega)/gamma(0)  scaled conductivity (gamma = effective link rate),
  w = omega*tau, tau = b*g0/(3*p*gamma(0))  scaled frequency,
  b = (barrier scale)/(k_B T), p = barrier density at the critical barrier
  (barriers in units of the barrier scale), g0 = gamma*G0 at zero frequency,
  G0 = Laplace-transformed return probability of the uniform lattice.
Link rates are exp(-b*e) in units of the attempt rate, with 0 < e < 1.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, identity
from scipy.sparse.linalg import spsolve
from scipy.special import gamma as gamma_function
from scipy.special import ive, lambertw

# ---------- lattice return function g(u) = gamma*G0, u = i*omega/gamma ----------
# Time integral of the return probability, on a ray rotated by -45 degrees so
# that exp(-u*t) decays for every argument of u between 0 and 90 degrees.
log_step = 0.05
ray = np.exp(np.arange(-30.0, 50.0, log_step)) * np.exp(-0.25j * np.pi)
z_ray = 2 * ray
near = np.abs(z_ray) < 200
one_axis = np.empty_like(z_ray)
one_axis[near] = ive(0, z_ray[near]) * np.exp(-1j * z_ray[near].imag)
z_far = z_ray[~near]
one_axis[~near] = (1 + 1 / (8 * z_far) + 9 / (128 * z_far**2)
                   + 225 / (3072 * z_far**3)) / np.sqrt(2 * np.pi * z_far)
ray_weight = log_step * ray * one_axis**3


def return_function(u):
    return np.sum(ray_weight * np.exp(-u * ray))


g0 = return_function(0.0).real
watson = np.sqrt(6) / (32 * np.pi**3) * np.prod(
    gamma_function(np.array([1, 5, 7, 11]) / 24))
assert abs(6 * g0 - watson) < 1e-7
k = 2 * np.pi * (np.arange(48) + 0.5) / 48
c = 2 * (1 - np.cos(k))
band = c[:, None, None] + c[None, :, None] + c[None, None, :]
u_test = 0.5 + 0.5j
assert abs(np.mean(1 / (u_test + band)) - return_function(u_test)) < 1e-7
u_small = 1e-7 * np.exp(0.25j * np.pi)
root_coefficient = (g0 - return_function(u_small)) / np.sqrt(u_small)
assert abs(root_coefficient * 4 * np.pi - 1) < 0.01


# ---------- explicit lattices ----------
def link_lists(n):
    index = np.arange(n**3).reshape(n, n, n)
    return index.ravel(), [np.roll(index, -1, ax).ravel() for ax in range(3)]


def rate_matrix(n, rates):
    site, neighbours = link_lists(n)
    rows, cols, vals = [], [], []
    for nb, r in zip(neighbours, rates):
        rows += [site, nb, site, nb]
        cols += [nb, site, site, nb]
        vals += [-r, -r, r, r]
    data = (np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols)))
    return coo_matrix(data, shape=(n**3, n**3)).tocsc()


# One changed link in a uniform medium: full inverse against scattering formula.
n_small, medium_rate, changed_rate, iw_test = 4, 0.7 + 0.2j, 2.5, 0.3j
uniform = [np.full(n_small**3, medium_rate)] * 3
M = rate_matrix(n_small, uniform).toarray() + iw_test * np.eye(n_small**3)
G = np.linalg.inv(M)
bond = np.zeros(n_small**3)
bond[0], bond[link_lists(n_small)[1][0][0]] = 1, -1
dv = changed_rate - medium_rate
G_changed = np.linalg.inv(M + dv * np.outer(bond, bond))
a_test = (1 - iw_test * G[0, 0]) / 3
strength = dv / (1 + a_test * dv / medium_rate)
G_formula = G - strength * np.outer(G @ bond, bond @ G)
assert np.max(np.abs(G_changed - G_formula)) < 1e-10


def lattice_rates(b, omegas, rng, n=12):
    """Field response of one random periodic lattice: effective link rate."""
    rates = [np.exp(-b * rng.random(n**3)) for _ in range(3)]
    site, neighbours = link_lists(n)
    L, nb, r = rate_matrix(n, rates), neighbours[0], rates[0]
    drift = np.bincount(nb, weights=r, minlength=n**3) - r
    result = []
    for omega in omegas:
        A = (L + 1j * omega * identity(n**3, format="csc")).tocsc()
        pop = spsolve(A, drift.astype(complex), permc_spec="MMD_AT_PLUS_A")
        result.append(np.mean(r * (1 + pop[site] - pop[nb])))
    return np.array(result)


# ---------- full effective-medium condition, averaged by quadrature ----------
class EffectiveMedium:
    def __init__(self, density, critical, b):
        self.b, self.p = b, density(critical)
        inner = np.clip(critical + np.linspace(-40, 40, 41) / b, 0, 1)
        edges = np.unique(np.concatenate([[0.0], inner, [1.0]]))
        x, wx = np.polynomial.legendre.leggauss(16)
        half = np.diff(edges)[:, None] / 2
        self.e = (edges[:-1, None] + half * (1 + x)).ravel()
        self.weight = (half * wx).ravel() * density(self.e)
        self.log_dc = brentq(lambda y: self.mean_strength(y, 1 / 3).real,
                             -b - 5, 5, maxiter=500)

    def mean_strength(self, log_rate, a):
        x = np.asarray(-self.b * self.e - log_rate, dtype=complex)
        ratio = np.exp(np.minimum(x.real, 200) + 1j * x.imag)
        return np.sum(self.weight * (ratio - 1) / (1 + a * (ratio - 1)))

    def scaled(self, w):
        """s at scaled frequency w, followed continuously from the dc limit."""
        log_s = 0j
        steps = int(6 * np.log10(w / 0.01)) + 2
        for w_now in np.geomspace(0.01, w, steps):
            omega = w_now * 3 * self.p / (self.b * g0)  # in units of gamma(0)

            def residual(q):
                u = 1j * omega * np.exp(-q)
                a = (1 - u * return_function(u)) / 3
                return self.mean_strength(self.log_dc + q, a)

            for _ in range(40):
                h = 1e-4
                slope = (residual(log_s + h) - residual(log_s - h)) / (2 * h)
                move = residual(log_s) / slope
                log_s -= move
                if abs(move) < 1e-7:
                    break
            else:
                raise AssertionError("effective-medium solution not converged")
        return np.exp(log_s)


def flat(e):
    return 1.0 + 0 * e


def linear(e):
    return 2.0 * e


def universal(w):
    return np.exp(lambertw(1j * w))


# ---------- key integral with complex shift ----------
x = np.arange(-60, 60, 0.02)
shift = 2 - 1.4j
step_integral = 0.02 * np.sum(1 / (1 + np.exp(shift - x)) - 1 / (1 + np.exp(-x)))
assert abs(step_integral + shift) < 1e-8

# ---------- universal limit for two barrier densities ----------
test_w = [1.0, 100.0, 1e4]
worst = {}
for name, density, critical in [("flat", flat, 1 / 3),
                                ("linear", linear, np.sqrt(1 / 3))]:
    cold = EffectiveMedium(density, critical, 1e6)
    worst[name] = 0.0
    for w in test_w:
        s = universal(w)
        error = cold.scaled(w) / s - 1
        u = 3 * cold.p * np.log(s) / (cold.b * g0)
        leading = -np.log(s) / (1 + np.log(s)) * np.sqrt(u) / (4 * np.pi * g0)
        assert abs(error) < 0.006
        assert abs(error / leading - 1) < 0.05
        worst[name] = max(worst[name], abs(error))
    cool = EffectiveMedium(density, critical, 1e4)
    assert abs(cool.log_dc + cool.b * critical + np.log(2)) < 1e-3

approach = []
for b in [1e2, 1e3, 1e4, 1e5, 1e6]:
    s_full = EffectiveMedium(flat, 1 / 3, b).scaled(100.0)
    approach.append((b, s_full, abs(s_full / universal(100.0) - 1)))
assert 7 < approach[2][2] / approach[4][2] < 13  # inverse square root of b


# ---------- closed parametric solution, exponent, small-frequency series ----------
def exponent(phi):
    return phi**2 / (phi**2 + phi * np.sin(2 * phi) + np.cos(phi)**2)


for phi in [0.1, 0.6, 1.1, 1.4]:
    size = np.exp(phi * np.tan(phi))
    w = phi * size / np.cos(phi)
    assert abs(universal(w) / (size * np.exp(1j * phi)) - 1) < 1e-9
    d = 1e-4
    numeric = np.log(universal(w * np.exp(d)).real
                     / universal(w * np.exp(-d)).real) / (2 * d)
    assert abs(numeric - exponent(phi)) < 1e-6
assert np.all(np.diff(exponent(np.linspace(0.01, 1.57, 400))) > 0)
w = 0.01
assert abs(universal(w).real - 1 - w**2 / 2) < 1e-7
assert abs(universal(w).imag - w + 2 * w**3 / 3) < 1e-8

# ---------- effective medium against explicit random lattices ----------
rng = np.random.default_rng(7)
samples = 8
lattice_report = []
for b, factor in [(4.0, 1.0), (20.0, 10.0)]:
    medium = EffectiveMedium(flat, 1 / 3, b)
    dc = np.exp(medium.log_dc)
    ac = dc * medium.scaled(factor * b * g0 / (3 * medium.p))
    runs = np.array([lattice_rates(b, [1e-4 * dc / b, factor * dc], rng)
                     for _ in range(samples)])
    ratio_dc = runs[:, 0].real / dc
    ratio_ac = runs[:, 1].real / ac.real
    lattice_report.append((b, factor, ratio_dc, ratio_ac))
    if b == 4.0:  # moderate disorder: sampling scatter is one to two percent
        assert abs(ratio_dc.mean() - 1) < 0.06
        assert abs(np.mean(runs[:, 1]) / ac - 1) < 0.06

# ---------- worked example ----------
hartree = const.physical_constants["Hartree energy"][0]
time_unit = const.physical_constants["atomic unit of time"][0]
bohr = const.physical_constants["Bohr radius"][0]
sigma_unit = const.e**2 / (const.hbar * bohr)
barrier_max, temperature, attempt = 0.04, 200.0, 1e12
spacing, filling = 6.0, 1e-3
kT = const.k * temperature / hartree
b_example = barrier_max / kT
example = EffectiveMedium(flat, 1 / 3, b_example)
rate_dc = attempt * np.exp(example.log_dc)
rate_low_T = attempt * np.exp(-b_example / 3) / 2
assert abs(rate_dc / rate_low_T - 1) < 1e-6
tau = b_example * g0 / (3 * example.p * rate_dc)
sigma_dc = filling * rate_dc * time_unit / (spacing * kT)
permittivity_step = 4 * np.pi * sigma_dc * tau / time_unit
si_step = sigma_dc * sigma_unit * tau / const.epsilon_0
assert abs(permittivity_step / si_step - 1) < 1e-6

print(f"lattice integral g0 = {g0:.6f} (dimensionless)")
print(f"square-root coefficient 1/(4 pi) = {1 / (4 * np.pi):.6f}")
print("WORKED EXAMPLE, flat barrier density")
print(f"largest barrier = {barrier_max:.3f} hartree")
print(f"temperature = {temperature:.0f} K, k_B T = {kT:.4e} hartree")
print(f"b = largest barrier/(k_B T) = {b_example:.3f}")
print(f"attempt rate = {attempt:.1e} 1/s")
print(f"spacing = {spacing:.1f} bohr, carriers per site = {filling:.1e}")
print(f"critical barrier = {barrier_max / 3:.5f} hartree")
print(f"dc effective rate, full condition = {rate_dc:.4e} 1/s")
print(f"dc effective rate, low-T formula = {rate_low_T:.4e} 1/s")
print(f"tau = {tau:.4e} s, angular frequency at w=1: {1 / tau:.3f} 1/s")
print(f"dc conductivity = {sigma_dc:.4e} a.u. = {sigma_dc * sigma_unit:.4e} S/m")
print(f"hopping part of static relative permittivity = {permittivity_step:.3f}")
print("w | universal Re s, Im s, exponent | full medium at 200 K Re s, Im s")
for w in [0.1, 1.0, 10.0, 100.0, 1e3, 1e4]:
    s, f = universal(w), example.scaled(w)
    n_local = exponent(np.angle(s))
    print(f"{w:8.1f} | {s.real:.4f}, {s.imag:.4f}, {n_local:.4f}"
          f" | {f.real:.4f}, {f.imag:.4f}")
print("APPROACH TO THE LIMIT at w=100, flat density")
print("b | full medium Re s, Im s | relative distance from universal s")
for b, s_full, distance in approach:
    print(f"{b:.0e} | {s_full.real:.4f}, {s_full.imag:.4f} | {distance:.5f}")
for name, value in worst.items():
    print(f"b=1e6, {name} density: largest relative distance = {value:.5f}"
          " (w = 1, 100, 10000)")
print(f"RANDOM LATTICES 12x12x12, {samples} samples, lattice/effective medium")
for b, factor, r_dc, r_ac in lattice_report:
    e_dc, e_ac = (r.std(ddof=1) / np.sqrt(samples) for r in (r_dc, r_ac))
    print(f"b={b:.0f}: dc rate ratio = {r_dc.mean():.3f} +- {e_dc:.3f}")
    print(f"b={b:.0f}: Re rate ratio at omega = {factor:.0f} x medium dc rate"
          f" = {r_ac.mean():.3f} +- {e_ac:.3f}")
print("finished without a failed check")
```

It prints:

```
lattice integral g0 = 0.252731 (dimensionless)
square-root coefficient 1/(4 pi) = 0.079577
WORKED EXAMPLE, flat barrier density
largest barrier = 0.040 hartree
temperature = 200 K, k_B T = 6.3336e-04 hartree
b = largest barrier/(k_B T) = 63.155
attempt rate = 1.0e+12 1/s
spacing = 6.0 bohr, carriers per site = 1.0e-03
critical barrier = 0.01333 hartree
dc effective rate, full condition = 3.6004e+02 1/s
dc effective rate, low-T formula = 3.6004e+02 1/s
tau = 1.4777e-02 s, angular frequency at w=1: 67.671 1/s
dc conductivity = 2.2917e-15 a.u. = 1.0541e-08 S/m
hopping part of static relative permittivity = 17.593
w | universal Re s, Im s, exponent | full medium at 200 K Re s, Im s
     0.1 | 1.0049, 0.0994, 0.0095 | 1.0067, 0.0892
     1.0 | 1.2195, 0.7928, 0.2127 | 1.2141, 0.6711
    10.0 | 2.7220, 4.4001, 0.4656 | 2.6020, 3.4059
   100.0 | 9.6643, 26.4309, 0.6220 | 8.8204, 18.0169
  1000.0 | 45.5583, 179.9053, 0.7172 | 39.7937, 105.7477
 10000.0 | 255.9504, 1336.7973, 0.7777 | 214.6672, 664.9231
APPROACH TO THE LIMIT at w=100, flat density
b | full medium Re s, Im s | relative distance from universal s
1e+02 | 9.0376, 20.1633 | 0.22382
1e+03 | 9.5039, 24.8207 | 0.05750
1e+04 | 9.6175, 25.9608 | 0.01679
1e+05 | 9.6499, 26.2862 | 0.00517
1e+06 | 9.6598, 26.3855 | 0.00162
b=1e6, flat density: largest relative distance = 0.00260 (w = 1, 100, 10000)
b=1e6, linear density: largest relative distance = 0.00279 (w = 1, 100, 10000)
RANDOM LATTICES 12x12x12, 8 samples, lattice/effective medium
b=4: dc rate ratio = 1.004 +- 0.009
b=4: Re rate ratio at omega = 1 x medium dc rate = 1.004 +- 0.008
b=20: dc rate ratio = 1.701 +- 0.070
b=20: Re rate ratio at omega = 10 x medium dc rate = 1.315 +- 0.039
finished without a failed check
```
